**Valley transfer and the [100] piezoresistance of n-type silicon**

The program tests π_l = −(2/3)(K−1)/(2K+1) · Ξ_u/[(c11−c12)k_B T] for stress and current along [100]. Here K = m_l/m_t is the ratio of longitudinal to transverse valley mass, Ξ_u is the uniaxial deformation potential, c11 and c12 are stiffnesses, and k_B T is the thermal energy. It asserts that finite differences of a full tensor calculation reproduce π_l, the transverse coefficient −π_l/2, the 1/T law and the gauge factor. Direct k-space sums of the Boltzmann conductivity, with a constant and an energy-dependent relaxation time, are asserted to agree with the population formula at 100 MPa of tension and compression. Further assertions cover the saturation limits and three controls in which the transfer effect vanishes: equal masses, [111] stress, and valleys along <111> under [100] stress. With round model parameters at 300 K, the output gives π_l = −81 × 10⁻¹¹ Pa⁻¹ and a gauge factor of −101. A stress of 100 MPa lowers the resistivity by 7.1% in tension and raises it by 9.3% in compression. The model leaves out changes of mass and of scattering with strain.

## Verification by program

```python
# Result under test: electron transfer between six <100> valleys gives
#   pi_l = (1/rho0) d rho_xx / dX
#        = -(2/3) (K-1)/(2K+1) * Xi_u / ((c11-c12) kB T),   K = m_l/m_t,
# for stress X (tension positive) and current both along [100].
# m_l, m_t: valley masses along and across the valley axis (electron masses)
# Xi_u, Xi_d: uniaxial and dilatational deformation potentials
# c11, c12, c44: cubic stiffnesses; T: temperature
# Assumed: Boltzmann statistics, fixed carrier density, and one relaxation
# time function of the energy above the valley bottom, unchanged by strain.
# All material parameters are round model values.
import numpy as np
from scipy import constants as const

m_l, m_t = 0.9, 0.2
Xi_u_eV, Xi_d_eV = 9.0, 1.0
c11, c12, c44 = 160e9, 60e9, 80e9
T = 300.0
density = 1e22          # electrons per cubic metre
X_example = 100e6       # Pa
kB, eV = const.k, const.e
K = m_l / m_t
x_hat, y_hat, z_hat = np.eye(3)
cube_axes = np.eye(3)   # one axis per pair of opposite valleys
diagonal_axes = np.array([[1, 1, 1], [-1, 1, 1],
                          [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)

stiffness = np.diag([c11, c11, c11, c44, c44, c44])
for i in range(3):
    for j in range(3):
        if i != j:
            stiffness[i, j] = c12


def strain_tensor(stress):
    """Solve Hooke's law; engineering shears are halved."""
    s = np.array([stress[0, 0], stress[1, 1], stress[2, 2],
                  stress[1, 2], stress[0, 2], stress[0, 1]])
    e = np.linalg.solve(stiffness, s)
    return np.array([[e[0], e[5] / 2, e[4] / 2],
                     [e[5] / 2, e[1], e[3] / 2],
                     [e[4] / 2, e[3] / 2, e[2]]])


def valley_shifts(stress, axes, Xi_d=Xi_d_eV):
    """Energy shift of each valley pair in joules."""
    e = strain_tensor(stress)
    return eV * np.array([Xi_d * np.trace(e) + Xi_u_eV * (a @ e @ a)
                          for a in axes])


def resistivity(stress, axes=cube_axes, temp=T, ml=m_l, mt=m_t,
                Xi_d=Xi_d_eV):
    """Resistivity tensor in units of m_e/(n e^2 tau)."""
    shifts = valley_shifts(stress, axes, Xi_d)
    weights = np.exp(-shifts / (kB * temp))
    weights /= weights.sum()
    sigma = np.zeros((3, 3))
    for w, a in zip(weights, axes):
        sigma += w * (np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(a, a))
    return np.linalg.inv(sigma)


def pi_numeric(stress_dir, current_dir, **options):
    """Piezoresistance coefficient by central difference in stress."""
    dX = 1e5
    unit = np.outer(stress_dir, stress_dir)
    rho = [current_dir @ resistivity(s * unit, **options) @ current_dir
           for s in (dX, -dX, 0.0)]
    return (rho[0] - rho[1]) / (2 * dX * rho[2])


def pi_formula(temp):
    return (-(2 / 3) * (K - 1) / (2 * K + 1) * Xi_u_eV * eV
            / ((c11 - c12) * kB * temp))


def x_fraction(X, temp=T):
    """Fraction of electrons in the two valleys on the stress axis."""
    u = Xi_u_eV * eV * X / ((c11 - c12) * kB * temp)
    return 1 / (1 + 2 * np.exp(u))


def sigma_ratio(X):
    f = x_fraction(X)
    return 3 * (f + (1 - f) * K) / (2 * K + 1)


# Strain and valley splitting from the full stiffness matrix
stress_x = X_example * np.outer(x_hat, x_hat)
strain = strain_tensor(stress_x)
shifts = valley_shifts(stress_x, cube_axes)
splitting = shifts[0] - shifts[1]
assert np.isclose(strain[0, 0] - strain[1, 1], X_example / (c11 - c12),
                  rtol=1e-10)
assert np.isclose(splitting, Xi_u_eV * eV * X_example / (c11 - c12),
                  rtol=1e-10)

# Coefficients, temperature law and irrelevance of the common shift
pi_l = pi_numeric(x_hat, x_hat)
pi_t = pi_numeric(x_hat, y_hat)
pi_l_400 = pi_numeric(x_hat, x_hat, temp=400.0)
assert np.isclose(pi_l, pi_formula(T), rtol=1e-6)
assert np.isclose(pi_t, -pi_formula(T) / 2, rtol=1e-3)
assert np.isclose(pi_l_400, pi_formula(400.0), rtol=1e-6)
assert np.isclose(pi_numeric(x_hat, x_hat, Xi_d=10.0), pi_l, rtol=1e-6)

# Controls: remove the mass anisotropy or the valley splitting
d111 = np.ones(3) / np.sqrt(3)
control_mass = pi_numeric(x_hat, x_hat, ml=m_t)
control_stress = pi_numeric(d111, d111)
control_valleys = pi_numeric(x_hat, x_hat, axes=diagonal_axes)
for control in (control_mass, control_stress, control_valleys):
    assert abs(control) < 1e-6 * abs(pi_l)

# Boltzmann transport by direct summation in k space.
# Energy unit kB T, mass unit m_e, k unit sqrt(m_e kB T)/hbar.
h = 0.12
k = (np.arange(120) - 59.5) * h
kx, ky, kz = k[:, None, None], k[None, :, None], k[None, None, :]


def kspace_transport(valley_energy, tau_power):
    """Sums of f and of v_x^2 tau f over three valley orientations."""
    number, current = [], []
    for i in range(3):
        m = np.full(3, m_t)
        m[i] = m_l
        eps = kx**2 / (2 * m[0]) + ky**2 / (2 * m[1]) + kz**2 / (2 * m[2])
        occupation = np.exp(-eps - valley_energy[i])
        number.append(occupation.sum() * h**3)
        tau = eps**tau_power
        current.append(((kx / m[0])**2 * tau * occupation).sum() * h**3)
    return np.array(number), np.array(current)


# The power -1/2 gives a cusp at k=0, which limits the grid accuracy.
for power, tolerance in ((0.0, 1e-6), (-0.5, 1e-3)):
    n0, j0 = kspace_transport(np.zeros(3), power)
    for X in (X_example, -X_example):
        energy = valley_shifts(X * np.outer(x_hat, x_hat),
                               cube_axes) / (kB * T)
        n1, j1 = kspace_transport(energy, power)
        ratio = (j1.sum() / n1.sum()) / (j0.sum() / n0.sum())
        assert np.isclose(ratio, sigma_ratio(X), rtol=tolerance)
        assert np.isclose(n1[0] / n1.sum(), x_fraction(X), rtol=1e-6)
        if power == -0.5 and X > 0:
            ratio_energy_tau = ratio

# Effective density of states and occupation of the valley bottoms
m_dos = (m_l * m_t**2)**(1 / 3)
N_valley = 2 * (m_dos * const.m_e * kB * T
                / (2 * np.pi * const.hbar**2))**1.5
N_grid = (2 / (2 * np.pi)**3 * n0[0]
          * (const.m_e * kB * T / const.hbar**2)**1.5)
assert np.isclose(N_grid, N_valley, rtol=1e-6)
bottom_occupation = density / (6 * N_valley)
assert bottom_occupation < 1e-2

# Gauge factor of a bar with a fixed number of carriers
young = (c11 - c12) * (c11 + 2 * c12) / (c11 + c12)
poisson = c12 / (c11 + c12)


def bar_resistance(X):
    stress = X * np.outer(x_hat, x_hat)
    e = strain_tensor(stress)
    length = 1 + e[0, 0]
    area = (1 + e[1, 1]) * (1 + e[2, 2])
    relative_density = 1 / (length * area)
    return resistivity(stress)[0, 0] / relative_density * length / area


dX = 1e5
d_strain = strain_tensor(2 * dX * np.outer(x_hat, x_hat))[0, 0]
gauge = ((bar_resistance(dX) - bar_resistance(-dX))
         / (d_strain * bar_resistance(0.0)))
assert np.isclose(gauge, 2 + pi_formula(T) * young, rtol=1e-5)
assert np.isclose(strain[0, 0], X_example / young, rtol=1e-10)
assert np.isclose(-strain[1, 1] / strain[0, 0], poisson, rtol=1e-10)

# Saturation when the splitting is many times kB T
rho0 = resistivity(np.zeros((3, 3)))[0, 0]
huge = 1e10 * np.outer(x_hat, x_hat)
limit_tension = resistivity(huge)[0, 0] / rho0
limit_compression = resistivity(-huge)[0, 0] / rho0
assert np.isclose(limit_tension, (2 * K + 1) / (3 * K), rtol=1e-6)
assert np.isclose(limit_compression, (2 * K + 1) / 3, rtol=1e-6)

print(f"m_l = {m_l:.2f} m_e, m_t = {m_t:.2f} m_e")
print(f"mass ratio K = {K:.3f}")
print(f"Xi_u = {Xi_u_eV:.1f} eV, Xi_d = {Xi_d_eV:.1f} eV")
print(f"c11, c12, c44 = {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"c11 - c12 = {(c11-c12)/1e9:.0f} GPa")
print(f"temperature = {T:.0f} K")
print(f"kB T = {kB*T/eV*1e3:.3f} meV")
print(f"electron density = {density*1e-6:.1e} cm^-3")
print(f"density of states per valley = {N_valley*1e-6:.3e} cm^-3")
print(f"valley-bottom occupation = {bottom_occupation:.2e}")
print(f"example stress = {X_example/1e6:.0f} MPa")
print(f"strain e_xx in tension = {strain[0,0]:.4e}")
print(f"strain e_yy in tension = {strain[1,1]:.4e}")
print(f"strain difference = {strain[0,0]-strain[1,1]:.4e}")
print(f"valley splitting = {splitting/eV*1e3:.3f} meV")
print(f"splitting / kB T = {splitting/(kB*T):.4f}")
for name, X in (("zero stress", 0.0), ("tension", X_example),
                ("compression", -X_example)):
    rho = resistivity(X * np.outer(x_hat, x_hat))[0, 0] / rho0
    print(f"{name}: x-pair fraction = {x_fraction(X):.4f}")
    print(f"{name}: sigma/sigma0 = {1/rho:.4f}")
    print(f"{name}: resistivity change = {100*(rho-1):.2f} %")
print(f"linear estimate, tension = {100*pi_l*X_example:.2f} %")
print(f"k-space sigma/sigma0, tau~eps^-1/2 = {ratio_energy_tau:.4f}")
print(f"anisotropy factor = {(2/3)*(K-1)/(2*K+1):.4f}")
print(f"Xi_u / kB T = {Xi_u_eV*eV/(kB*T):.1f}")
print(f"pi_l at 300 K = {pi_l*1e11:.2f} x 10^-11 Pa^-1")
print(f"pi_t at 300 K = {pi_t*1e11:.2f} x 10^-11 Pa^-1")
print(f"pi_l at 400 K = {pi_l_400*1e11:.2f} x 10^-11 Pa^-1")
print(f"Young modulus [100] = {young/1e9:.1f} GPa")
print(f"Poisson ratio = {poisson:.4f}")
print(f"gauge factor, transfer part = {pi_l*young:.1f}")
print(f"gauge factor, total = {gauge:.1f}")
print(f"rho/rho0 limit, tension = {limit_tension:.4f}")
print(f"rho/rho0 limit, compression = {limit_compression:.4f}")
print("controls, |pi| in 10^-11 Pa^-1:")
print(f"  equal masses = {abs(control_mass)*1e11:.4f}")
print(f"  [111] stress and current = {abs(control_stress)*1e11:.4f}")
print(f"  <111> valleys, [100] stress = {abs(control_valleys)*1e11:.4f}")
print("verified")
```

Output:

```
m_l = 0.90 m_e, m_t = 0.20 m_e
mass ratio K = 4.500
Xi_u = 9.0 eV, Xi_d = 1.0 eV
c11, c12, c44 = 160, 60, 80 GPa
c11 - c12 = 100 GPa
temperature = 300 K
kB T = 25.852 meV
electron density = 1.0e+16 cm^-3
density of states per valley = 4.761e+18 cm^-3
valley-bottom occupation = 3.50e-04
example stress = 100 MPa
strain e_xx in tension = 7.8571e-04
strain e_yy in tension = -2.1429e-04
strain difference = 1.0000e-03
valley splitting = 9.000 meV
splitting / kB T = 0.3481
zero stress: x-pair fraction = 0.3333
zero stress: sigma/sigma0 = 1.0000
zero stress: resistivity change = 0.00 %
tension: x-pair fraction = 0.2609
tension: sigma/sigma0 = 1.0761
tension: resistivity change = -7.07 %
compression: x-pair fraction = 0.4146
compression: sigma/sigma0 = 0.9147
compression: resistivity change = 9.33 %
linear estimate, tension = -8.12 %
k-space sigma/sigma0, tau~eps^-1/2 = 1.0761
anisotropy factor = 0.2333
Xi_u / kB T = 348.1
pi_l at 300 K = -81.23 x 10^-11 Pa^-1
pi_t at 300 K = 40.62 x 10^-11 Pa^-1
pi_l at 400 K = -60.92 x 10^-11 Pa^-1
Young modulus [100] = 127.3 GPa
Poisson ratio = 0.2727
gauge factor, transfer part = -103.4
gauge factor, total = -101.4
rho/rho0 limit, tension = 0.7407
rho/rho0 limit, compression = 3.3333
controls, |pi| in 10^-11 Pa^-1:
  equal masses = 0.0000
  [111] stress and current = 0.0000
  <111> valleys, [100] stress = 0.0000
verified
```
